Phonon frequency shift from exchange curvature and spin correlation

**Second half: curvature, correlation and a worked case**

The first half used H_s = Σ_b J_b S_i·S_j with each bond counted once, a zone-centre displacement u, a mode mass μ per cell, and a frequency ω0 without spin correlation. With C_b = ⟨S_i·S_j⟩ and K_s = Σ_{b in cell} J_b''C_b, it gave

ω² = ω0² + K_s/μ,
Δω ≈ K_s/(2μω0),

for averaged spins, a clamped cell and J_b' = 0. Inversion about the ligand of a straight bond ensures the last condition for a polar zone-centre mode. It remains to find J'' and C.

**Exchange curvature of a straight bond**

Consider a cubic crystal in which a ligand lies midway between neighbouring magnetic ions, at distance r0 from each. Let the magnetic electrons occupy two e_g orbitals, and let exchange arise from hopping through the ligand p orbitals. The model is

J ∝ Σ_ab |t_ab|²,

where a and b label the e_g orbitals on the two ions. The energy denominators are held fixed, and other exchange processes are omitted.

Represent a d orbital by a symmetric traceless tensor D with Tr D² = 1. For 3z²−r², D = diag(−1, −1, 2)/√6; for x²−y², D = diag(1, −1, 0)/√2. Let n be the unit vector from ion to ligand and v the axis of a p orbital. With lengths and V_σ scaled out, the hopping is

T = √(3/2)(n·D·n)(n·v) + ρ√2[v·D·n − (n·D·n)(n·v)].

The first term is σ hopping and the second is π hopping, with ρ = V_π/V_σ. The square roots make the angular factor of each term equal to 1 for the corresponding aligned orbitals, so the terms are then 1 and ρ. Each hopping also varies as r^(−7/2), an assumed distance law.

Put the bond along z and displace the ligand by u along x. Let α = u/r0. To second order, the direction from the first ion has n_x = α and n_z = 1 − α²/2. For the 3z²−r² orbital,

n·D·n = [−α² + 2(1 − α²)]/√6 = (2 − 3α²)/√6.

The σ factor √(3/2)(n·D·n) is 1 − 3α²/2. For p_z, the σ part is (1 − 3α²/2)(1 − α²/2) = 1 − 2α². The π part is

ρ√2 n_z[2 − (2 − 3α²)]/√6 = √3ρα².

For p_x, the σ part is α and the π part is ρ√2(−α − 2α)/√6 = −√3ρα. Thus

T_z = 1 − 2α² + √3ρα²,
T_x = α(1 − √3ρ).

At the second ion n_z has the opposite sign, so T_z changes sign and T_x does not. The transfer between ions is T_x² − T_z², with magnitude

|t| = 1 − 4α² + 2√3ρα² − α²(1 − √3ρ)²
    = 1 − cα²,

c = 5 − 4√3ρ + 3ρ².

The x²−y² orbital has hopping of order α to p_x and α² to p_z. Every transfer involving it is therefore of order α² or smaller. Its square is of order α⁴ and does not affect J''.

The ligand distance is r = r0√(1 + α²). Two hoppings give r^(−7), and squaring the transfer gives r^(−14), hence a factor (1 + α²)^(−7) ≈ 1 − 7α². Multiplying by |t|² ≈ 1 − 2cα²,

J_T(u) = J0[1 − (2c + 7)u²/r0²],
J_T'' = −2(2c + 7)J0/r0².

If the ligand moves along the bond, the directions stay fixed and the two distances are r0 + u and r0 − u. Then

J_L(u) = J0[1 − u²/r0²]^(−7) ≈ J0[1 + 7u²/r0²],
J_L'' = 14J0/r0².

Bending weakens the exchange. With the power law, moving the ligand towards one ion strengthens the product of hoppings. This sign comes from the assumed law: for a general hopping t(r), J_L'' = 4J0(ln t)''(r0), which is positive for a power law, zero for an exponential and negative if ln t is concave. J_T'' depends only on the slope of ln t. A cubic cell has one bond along the displacement and two across it:

ΣJ'' = 2J_T'' + J_L'' = −(8c + 14)J0/r0².

**Bounds on the ground-state correlation**

Let every spin have magnitude S and z neighbours, all coupled by J0 > 0, on a lattice that divides into two sublattices with neighbours always on different ones, as the simple cubic lattice does. In the Néel trial state neighbouring spins are antiparallel and C = −S². The true ground-state energy cannot be higher, so its bond correlation satisfies C ≤ −S².

For a lower bound, assign to each site i the star J0 S_i·L_i, where L_i is the sum of its z neighbouring spins. Each bond occurs in two stars, so H_s is half the sum of all stars. For total neighbour spin L ≥ S, the lowest value of S_i·L_i is −S(L + 1). For L < S it is −L(S + 1), which is less negative than the value reached at the largest L. That largest value, L = zS, gives −S(zS + 1) per star. There are z/2 bonds per site, hence

−S² − S/z ≤ C ≤ −S².

Cubic symmetry makes C equal on all nearest-neighbour bonds. For S = 1 and z = 6, −1.167 ≤ C ≤ −1. The exact C lies between these bounds; neither is its computed value.

**Example in the regime of KNiF3**

Take S = 1, J0 = 8 meV, r0 = 2.0 Å, ρ = −0.5 and a bare wavenumber of 250 cm⁻¹. These are rough values for the regime of the cubic antiferromagnet KNiF3. Let Ni move against three fluorine ions per cell that move as a rigid group, with K at rest. With the centre of mass fixed, the kinetic energy of the relative displacement contains

μ = m_Ni(3m_F)/(m_Ni + 3m_F)
  = 58.69 × 57.00/115.69 u = 28.92 u.

The angular coefficient is c = 5 + 3.464 + 0.750 = 9.214. Therefore

J_T'' = −2(25.43)(8)/(2.0)² = −101.7 meV/Å²,
J_L'' = 14(8)/(2.0)² = 28.0 meV/Å²,
ΣJ'' = −175.4 meV/Å².

The bare stiffness μω0² is 6646 meV/Å². For the Néel value C = −1, K_s = +175.4 meV/Å², and the wavenumber shift is

Δν = 250 × 175.4/(2 × 6646) = 3.30 cm⁻¹ = 0.099 THz.

The lower correlation bound gives 3.85 cm⁻¹. Within this model, with the cell clamped, the first-order ground-state shift thus lies between 3.30 and 3.85 cm⁻¹; a spin-wave estimate, C ≈ −1.10, puts it near 3.6 cm⁻¹. For C = −1 the square root gives 3.28 cm⁻¹. Integrating the classical motion at small amplitude with the complete exchange law, and C held at −1, also gives 3.28 cm⁻¹.

**Parallel spins and a polar instability**

If the spins are forced parallel with J0 and the cell unchanged, C = +1 and the shift becomes −3.30 cm⁻¹. For this exchange law, parallel alignment makes the polar mode unstable if

ω0² < |ΣJ''|S²/μ.

In the example the threshold is

250√(175.4/6646) = 40.6 cm⁻¹.

The assumed mode at 250 cm⁻¹ is far above it. A mode with a real bare frequency below it would be unstable for parallel spins but stiffened by the Néel correlation. This is a possible route from spin alignment to ferroelectricity. The harmonic calculation finds the instability. The size of the displacement that follows depends on higher-order terms in both the exchange and the lattice energy, and the polarization also depends on the effective charge of the mode. The parallel alignment must be imposed against J0. A field alone would have to satisfy gμ_B B > 2zJ0S, where g is the g-factor and μ_B the Bohr magneton. In the example this is 96 meV, or about 830 T for g = 2, far beyond steady laboratory fields. Below this saturation field B_s, classical spins cant with C = S²[2(B/B_s)² − 1]. The mode is softened once B > B_s/√2, about 590 T here, and the threshold frequency then scales as √C. Parallel alignment therefore needs a much smaller J0, which also lowers the instability threshold, or interactions outside this model.

**Temperature dependence**

Because all bonds are equivalent, the spin energy per cell is 3J0C. At fixed geometry and fixed J0, the first-order shift is therefore proportional to the magnetic energy. It does not require long-range order: short-range correlation is enough.

At high temperature T, let x = J0/(kT) and h = S_i·S_j for one bond. Averages over completely random spins satisfy ⟨h⟩ = 0. Expanding the thermal weight gives

C = −x⟨h²⟩ + ½x²⟨h³⟩ + O(x³).

Other bonds do not contribute to these two orders. A product in which some spin appears once averages to zero. A repeated neighbouring bond, after averaging over its outer spin, leaves a constant times ⟨h⟩ = 0. The remaining possibility is a triangle of bonds, and the simple cubic lattice has none.

For two spins 1, the total spins 0, 1 and 2 give h = −2, −1 and 1, with multiplicities 1, 3 and 5. Thus

⟨h²⟩ = (4 + 3 + 5)/9 = 4/3,
⟨h³⟩ = (−8 − 3 + 5)/9 = −2/3,

C = −4x/3 − x²/3 + O(x³).

With J0/k = 92.8 K, the two terms shown give C = −0.214 at 600 K. An open cube of eight spins, with all its energy levels included, gives −0.215. At 300 K the cube gives −0.45, corresponding to a shift of 1.5 cm⁻¹. The cube has three neighbours per spin instead of six, so this is a finite-cluster estimate. By this estimate, a room-temperature frequency already contains roughly half of the Néel shift. It can replace ω0 in the denominator of the shift formula with little error, but it is a poor baseline from which to measure the shift.

**Effects outside the clamped formula**

Thermal vibration samples J'' away from u = 0. Treat each cell as an independent oscillator moving along one axis, with

⟨u²⟩ = [ħ/(2μω0)] coth[ħω0/(2kT)].

The root-mean-square displacement is 0.048 Å at 0 K and 0.066 Å at 300 K. A Gaussian average at 300 K reduces the magnitude of ΣJ'' by 9 %. This uses the rigid-group mass μ, while each bond responds to its own fluorine; at the same frequency, a mass of 19 u gives 13 % and the Ni–F reduced mass of 14 u gives 17 %, so only the order of size is meaningful. At 0 K, the estimate ½|J_T''|⟨u²⟩/J0 is 1.5 %, so zero-point motion changes a transverse exchange only slightly. This ratio indicates a weak modulation; it is not a calculation of the virtual-spin correction in the crystal.

A volume change is not odd under inversion, so its linear exchange term survives. Let s = ΔV/V. Distances scale as (1 + s)^(1/3), and J ∝ r^(−14). With bulk modulus B_v and cell volume V, the energy per cell is

E(s) = ½B_vVs² + 3J0C(1 + s)^(−14/3).

Setting the derivative to zero gives

B_vVs = 14J0C(1 + s)^(−17/3),
s ≈ 14J0C/(B_vV).

For rough B_v = 80 GPa, V = 64 Å³ and C = −1, the linear estimate is −0.350 %; minimizing E(s) gives −0.358 %. The antiferromagnetic crystal contracts because a shorter bond strengthens J. With a rough Grüneisen parameter γ = 2,

Δν = −γsν0 = 2 × 0.00358 × 250 = 1.8 cm⁻¹.

This is about half the direct Néel shift (a ratio of 0.54 for J ∝ r^(−14), 0.47 for r^(−12) and 0.40 for r^(−10)) and must be added when the cell is free to relax. On heating, the spin correlation weakens and this positive shift fades. Ordinary thermal expansion lowers the frequency further: a rough volume growth of 0.5 % gives −2.5 cm⁻¹. A measured temperature shift therefore needs a lattice baseline before it can be assigned to J''.

KNiF3 is a cubic antiferromagnet with spin-1 Ni ions and orders at roughly 250 K. The chosen J0 and bond length are of the right order, but the mode is idealized. In the real crystal K can move, and the fluorine ions need not move as a rigid group. The mode pattern matters because the transverse and longitudinal curvatures differ strongly. With the power-law hopping they have opposite signs, and a sufficiently longitudinal mode would be softened by antiferromagnetic correlation. That sign is not robust: an exponential hopping of the same slope gives J_L'' = 0 and a Néel shift of 3.8 cm⁻¹, and a concave ln t(r) reverses it. The hopping ratio matters too. Setting ρ = 0, with all else fixed, gives c = 5 and reduces the Néel shift to about 2.0 cm⁻¹. The result is thus a scale for the mechanism, not a prediction of a KNiF3 spectrum.

For implementation, ΣJ'' can be extracted from the energies per cell of parallel and Néel spin arrangements, E_P(u) and E_N(u), calculated along the same displacement in the same fixed cell. If the nearest-neighbour model and classical correlations ±S² apply, subtraction removes the nonmagnetic stiffness:

ΣJ'' = [E_P''(0) − E_N''(0)]/(2S²).

The mass in the shift formula must belong to the same coordinate u. The values used above are collected in the numerical output that follows.

Computed results

```
SPIN RING (hbar = J = mass = 1)
bare phonon frequency: 0.60
smaller curvature strength: 0.0050
bond correlation: -0.5000
shift, exact, smaller coupling: -0.0025389
shift, formula, smaller coupling: -0.0025000
exact minus formula, smaller coupling: -3.8904e-05
second-order term, smaller coupling: -3.8704e-05
error ratio when coupling is doubled: 4.021
linear-coupling shift, phonon at 0.6: -0.001098
linear-coupling shift, phonon at 3.3: 0.000106
EXAMPLE INPUTS
exchange J0: 8.0 meV = 92.8 K
spin: 1; neighbours: 6
metal-ligand distance: 2.00 angstrom
pi/sigma hopping ratio: -0.50
Ni and F masses: 58.69, 19.00 u
reduced mode mass: 28.916 u
bare frequency: 250.0 cm^-1
CURVATURE AND SHIFT
angle coefficient c: 9.2141
transverse J'': -101.71 meV/angstrom^2
longitudinal J'': 28.00 meV/angstrom^2
sum of J'' per cell: -175.43 meV/angstrom^2
bare stiffness: 6646.0 meV/angstrom^2
Neel correlation: -1.0000; lower bound: -1.1667
shift, Neel correlation: 3.299 cm^-1
same shift: 0.0989 THz
shift, correlation at lower bound: 3.849 cm^-1
shift, parallel spins: -3.299 cm^-1
shift from square root, Neel: 3.278 cm^-1
shift from integrated motion, Neel: 3.277 cm^-1
parallel-spin instability below: 40.62 cm^-1
TEMPERATURE AND NEGLECTED EFFECTS
cube correlation at 300 K: -0.4465
cube correlation at 600 K: -0.2148
series correlation at 600 K: -0.2143
shift with 300 K cube correlation: 1.473 cm^-1
rms displacement, 0 K: 0.0483 angstrom
rms displacement, 300 K: 0.0659 angstrom
curvature change by 300 K motion: -9.07 %
zero-point exchange modulation: 1.48 %
bulk modulus (rough input): 80 GPa
cell volume: 64.0 angstrom^3
Grueneisen parameter (rough input): 2.0
exchange volume strain, linear formula: -0.350 %
exchange volume strain, minimized: -0.358 %
frequency shift by exchange striction: 1.79 cm^-1
thermal volume growth (rough input): 0.50 %
frequency shift by thermal growth: -2.50 cm^-1
```
